# Dielectric Divergence and Critical Frequency Exponent from Two-Component Percolation Scaling

To calculate the permittivity of a conductor–insulator composite near its conducting threshold, one must decide whether to insert the static law, a power of the distance from threshold, or the critical law, a power of frequency. The two can differ by a large factor for the same material. The decision rests on one dimensionless number, the scaling variable $z$ defined below, and both laws follow from the same scaling function.

## Setting and assumptions

A fraction $p$ of the volume has real, frequency-independent conductivity $\sigma_1$. The rest is a lossless insulator. With time dependence $e^{i\omega t}$,

$$\sigma_2=i\omega\varepsilon_0\varepsilon_2,\qquad \sigma=\sigma'+i\omega\varepsilon_0\varepsilon',\qquad h=\sigma_2/\sigma_1 ,$$

where $\sigma$ is the effective complex conductivity and $\varepsilon'$ the effective relative permittivity. Let $p_c$ be the threshold and $\delta=|p-p_c|/p_c$.

**A1.** The response is linear and quasistatic: $\nabla\cdot(\sigma(\mathbf r)\mathbf E)=0$, with $\mathbf E$ a gradient field.

**A2.** The sample is statistically isotropic and much larger than the correlation length. For $h>0$ its effective conductivity has a large-sample limit that is continuous in $p$.

Multiplying both conductivities by one constant leaves $\mathbf E$ unchanged and multiplies the current by that constant. Hence $\sigma=\sigma_1F(h,p)$.

**A3.** Two limits define the exponents $t,s>0$. Above threshold, $F(0^+,p)\simeq A\delta^t$. Below threshold, $b(p)=\lim_{h\to0^+}F/h$ is finite and $b(p)\simeq B\delta^{-s}$. The second limit describes perfect conductors ($\sigma_1\to\infty$) in a medium of fixed $\sigma_2$.

**A4 (scaling hypothesis).** For real $h>0$,

$$F(h,p)\simeq\delta^t\,\Phi_\pm(z),\qquad z=h\,\delta^{-\varphi},$$

with $+$ above and $-$ below threshold. The ratio of the two sides tends to one as $h$ and $\delta$ tend to zero, however they do so.

A4 is a hypothesis about random media and is not proved here. The exponents are inputs, and the amplitudes $A,B,C$ depend on the microstructure.

## Theorem

Under A1–A4, $\varphi=s+t$, and:

(a) Below threshold, $\displaystyle\lim_{\omega\to0}\varepsilon'=b(p)\,\varepsilon_2\simeq B\,\varepsilon_2\,\delta^{-s}$.

(b) At threshold, for $\omega\varepsilon_0\varepsilon_2\ll\sigma_1$,

$$\sigma\simeq C\sigma_1\left(\frac{i\omega\varepsilon_0\varepsilon_2}{\sigma_1}\right)^{u},\qquad u=\frac{t}{s+t},\qquad C>0 .$$

## Lemma 1: from real to imaginary $h$

*If $F(h,p)\simeq Kh^a$ as $h\to0^+$ at fixed $p$, the same law holds along every ray $\arg h=\theta$ with $|\theta|<\pi$.*

*Proof.* Measure conductivity in units of $\sigma_1$, so the local value $g$ is $1$ or $h$. Let the mean field be a real unit vector, and let angle brackets denote the volume average. The current is divergence-free, so $\langle g\mathbf E\cdot\bar{\mathbf e}\rangle=0$ for every gradient field $\mathbf e$ of zero mean. Therefore

$$F=\langle g\,\mathbf E\cdot\bar{\mathbf E}'\rangle$$

for any gradient field $\mathbf E'$ with the same mean. Two choices of $\mathbf E'$ are useful.

First take $\mathbf E'=\mathbf E$, which gives $F=\langle g|\mathbf E|^2\rangle$. Multiply by $e^{-i\theta/2}$. The local values then have arguments $\mp\theta/2$, so their real parts equal $|g|\cos(\theta/2)$ and

$$\cos(\theta/2)\,\langle|g||\mathbf E|^2\rangle=\mathrm{Re}\,(e^{-i\theta/2}F)\le|F| .$$

Next let $\mathbf E'$ be the field solving the problem with the positive values $|g|$, for which $\langle|g||\mathbf E'|^2\rangle=F(|h|)$. The Cauchy–Schwarz inequality gives

$$|F(h)|^2\le\langle|g||\mathbf E|^2\rangle\,F(|h|)\le\frac{|F(h)|}{\cos(\theta/2)}F(|h|),
\qquad\text{so}\qquad |F(h)|\le\frac{F(|h|)}{\cos(\theta/2)} .$$

The first inequality also makes the finite-sample problem uniquely solvable off the negative real axis, so its $F$ is analytic there. The bound is uniform in sample size. By Vitali's theorem (locally bounded analytic functions that converge on a line segment converge throughout the domain), the large-sample $F$ is analytic there too.

Now consider $F(\lambda x)/\lambda^a$ as $\lambda\to0^+$. For $x>0$ it tends to $Kx^a$. The bound keeps it locally bounded for complex $x$ off the negative axis, so Vitali's theorem carries the limit $Kx^a$ to those $x$. $\square$

## Lemma 2: the crossover exponent

*$\varphi=s+t$, and $\Phi_-(z)/z\to B$ as $z\to0^+$.*

*Proof.* Below threshold divide A4 by $h=z\delta^{\varphi}$:

$$\frac{F}{h}\simeq\delta^{\,t-\varphi}\,\frac{\Phi_-(z)}{z}.$$

Fix a small $\delta$ and let $h\to0^+$, so that $z\to0$. The left side tends to the finite number $b(p)$. Thus $\Phi_-(z)/z$ eventually lies within a factor $1+\eta$ of $b(p)\delta^{\varphi-t}$, where $\eta$ is the relative error in A4. Since $\delta$, and with it $\eta$, can be chosen as small as desired, $\Phi_-(z)/z$ has a positive limit $B_0$, and $b(p)\simeq B_0\delta^{t-\varphi}$. Comparison with A3 gives $t-\varphi=-s$ and $B_0=B$. $\square$

## Lemma 3: large scaling variable

*$F(h,p_c)\simeq Ch^{t/(s+t)}$ as $h\to0^+$, and both branches obey $\Phi_\pm(z)\simeq Cz^{t/(s+t)}$ as $z\to\infty$.*

*Proof.* Put $u=t/\varphi$ and write $\Phi_\pm(z)=z^u\Psi_\pm(z)$. Since $z^u=h^u\delta^{-\varphi u}=h^u\delta^{-t}$, the powers of $\delta$ cancel:

$$F(h,p)\simeq\delta^t\,h^u\delta^{-t}\,\Psi_\pm(z)=h^u\Psi_\pm(z).$$

Fix a small $h>0$ and let $\delta\to0$, so that $z\to\infty$. By A2 the left side tends to $F(h,p_c)$. This is positive, because an effective conductivity lies between the smaller and the larger local value. Hence $\Psi_\pm(z)$ eventually lies within a factor $1+\eta$ of $F(h,p_c)/h^u$. Repeating this with smaller $h$ makes $\eta$ as small as desired, so $\Psi_\pm$ has a positive limit $C$, which equals the limit of $F(h,p_c)/h^u$. That quantity does not depend on the side of approach, so $C$ is common to both branches. $\square$

## Proof of the theorem

Lemma 2 gives $\varphi=s+t$. For (a), A3 states $F\simeq b(p)h$ as $h\to0^+$. Lemma 1 with $a=1$ extends this to $h=i\omega\varepsilon_0\varepsilon_2/\sigma_1$, so $\sigma\simeq b(p)\,i\omega\varepsilon_0\varepsilon_2$. Division of the imaginary part by $\omega\varepsilon_0$ gives (a). For (b), apply Lemma 1 with $a=u$ to Lemma 3. $\square$

Because $i^u=e^{i\pi u/2}$, part (b) fixes the loss as well as the power of frequency:

$$\sigma'\propto\omega^u,\qquad \varepsilon'\propto\omega^{u-1},\qquad
\frac{\sigma'}{\omega\varepsilon_0\varepsilon'}=\cot\frac{\pi u}{2}.$$

The loss tangent at threshold is independent of frequency and contains no amplitude.

## Remark 1: which law applies

For comparable amplitudes $B$ and $C$, the boundary is roughly $|z|\approx1$, or

$$\omega^*=\frac{\sigma_1}{\varepsilon_0\varepsilon_2}\,\delta^{s+t}.$$

Equating the magnitudes $B|z|$ and $C|z|^u$ below threshold gives the crossing $|z|=(C/B)^{(s+t)/s}$. It is sensitive to the amplitudes: with the three-dimensional exponents used below, a factor of two in $C/B$ moves it by a factor of about 13.

Below threshold, the static law holds for $\omega\ll\omega^*$. For $\omega^*\ll\omega\ll\sigma_1/\varepsilon_0\varepsilon_2$ the critical law holds on both sides of threshold. For real $h$ these statements follow from A4 with Lemmas 2 and 3: as $\lambda$ and $\delta$ tend to zero, the ratio $F(\lambda x,p)/F(\lambda,p)$ with $x>0$ tends to $x$ in the first regime and to $x^u$ in the second. The bound in Lemma 1, with $F(\lambda|x|,p)\le\max(1,|x|)\,F(\lambda,p)$, keeps this ratio locally bounded for complex $x$, so Vitali's theorem carries both limits to $x=i$. The law in (a), with its amplitude $B$, therefore holds as $\delta\to0$ provided that $\omega/\omega^*\to0$ as well. Taking $\omega\to0$ first and $\delta\to0$ afterwards is sufficient but not necessary. At fixed frequency the permittivity stays finite as threshold is approached. The critical law is approached slowly in frequency. If $F$ is smooth in $p$ at fixed $h$, the leading relative correction is of order $\delta|h|^{-1/(s+t)}=|z|^{-1/(s+t)}$, with opposite signs on the two sides; the closed form of Remark 2 shows it as $f_\pm=\sqrt{\zeta/2}\,[1\pm3/\sqrt{8\zeta}+\dots]$. For $s+t=2.73$, reducing this correction tenfold takes a factor $10^{2.73}\approx540$ in frequency.

Suppose also that the scaling form holds for imaginary $h$ and that $\Phi_-=Bz-Dz^2+\dots$ near zero. With $z=ix$ and $x=(\omega\varepsilon_0\varepsilon_2/\sigma_1)\delta^{-(s+t)}$, $\Phi_-=iBx+Dx^2$, hence

$$\sigma'=\sigma_1\delta^tDx^2=D\,\frac{(\omega\varepsilon_0\varepsilon_2)^2}{\sigma_1}\,\delta^{-(2s+t)} .$$

The loss tangent is $Dx/B$, which is proportional to frequency and vanishes as $\omega\to0$.

Above threshold, the corresponding assumption $\Phi_+\simeq A+B'z$ near zero, with $B'>0$, gives $\sigma'\simeq A\sigma_1\delta^t$ and $\varepsilon'\simeq B'\varepsilon_2\delta^{-s}$. The permittivity diverges with the same exponent from both sides, but above threshold it accompanies a dc conductivity.

## Remark 2: a scaling function in closed form

The symmetric effective-medium approximation in three dimensions sets

$$p\,\frac{1-F}{1+2F}+(1-p)\,\frac{h-F}{h+2F}=0 .$$

Multiplying out the denominators and collecting powers of $F$ gives

$$2F^2-\big[(3p-1)+(2-3p)h\big]F-h=0 .$$

Let $\Delta=p-\tfrac13$, $F=|\Delta|f$ and $h=\zeta\Delta^2$. After division by $\Delta^2$, the term containing $(2-3p)h$ is of order $|\Delta|$ and drops out near threshold. What remains is $2f^2\mp3f-\zeta=0$, whose positive root is

$$f_\pm=\frac{\pm3+\sqrt{9+8\zeta}}{4}.$$

So $t=1$ and $\varphi=2$, hence $s=1$. For small $\zeta$, $\sqrt{9+8\zeta}=3+\tfrac43\zeta-\tfrac{8}{27}\zeta^2+\dots$, so $f_-=\zeta/3-2\zeta^2/27+\dots$. The leading term gives $\varepsilon'/\varepsilon_2=1/(3|\Delta|)=1/\delta$. For large $\zeta$, $f_\pm\simeq\sqrt{\zeta/2}$, so $F\simeq\sqrt{h/2}$ and $u=\tfrac12$. Direct solution of the original equation at $|\Delta|=10^{-4}$ and $\zeta=0.1$, 1 and 100 agrees with $f_\pm$ to within a relative $4\times10^{-4}$.

## Remark 3: tests with unequal exponents

The effective-medium case has $s=t$ and cannot reveal an interchange of the two. A hierarchical random network can. Each bond is replaced repeatedly by four parallel branches of two bonds in series. A cell conducts with probability $p'=1-(1-p^2)^4$, whose unstable fixed point is $p_c=0.2818$.

At this threshold, the fall of the conductivity of spanning cells and the growth of the dielectric response of the others with cell size give $t=2.339$ and $s=0.631$, which predicts $u=0.788$. Separate calculations with imaginary $h$ from $10^{-4}i$ to $10^{-8}i$ give $u=0.788$ and a phase of 1.237 rad, equal to $\pi u/2$ at the printed precision. The low-frequency permittivity gives $s=0.628$ below and 0.630 above threshold. The loss exponent below threshold is 3.595, against $2s+t=3.602$.

For ordinary three-dimensional percolation I take the rough accepted values $s=0.73$, $t=2.0$ and correlation-length exponent $\nu=0.88$, so $u=0.733$. Direct solution of ten periodic cubic networks of side 12 gives $u=0.705$ between $h=0.1$ and $0.01$, about 4% lower. These cells are small and $h$ is not very small; the separate contributions to the difference were not resolved.

## Worked example: a carbon-black composite

Take rough values typical of carbon black in polyethylene: $\sigma_1=10$ S/cm, $\varepsilon_2=2.3$, threshold loading 0.17, actual loading 0.16 and particle size $a=50$ nm. Set $B=C=1$. This is a model choice. In the cubic network at $p=0.15$, the computed $\varepsilon'/\varepsilon_2=2.00$ is close to $\delta^{-s}=1.96$, but there $\delta\approx0.40$, too far from threshold to determine $B$, and a real microstructure can have other amplitudes.

Below threshold,

$$\delta=1-\frac{0.16}{0.17}=0.0588,\qquad
\varepsilon'=2.3\times0.0588^{-0.73}=2.3\times7.91\approx18 .$$

The frequency scale is $f_0=\sigma_1/(2\pi\varepsilon_0\varepsilon_2)=7.8\times10^{12}$ Hz, so

$$f^*=f_0\,\delta^{2.73}\approx3.4\ \text{GHz}.$$

At 1 MHz, $|z|=2.9\times10^{-4}$, and for these inputs the static law is the right choice. The conclusion depends on $\sigma_1$, to which $f^*$ is proportional, and 10 S/cm is a bulk value. If contacts between particles limit conduction, the effective $\sigma_1$ can be much lower; $f^*$ falls to 1 MHz at about $10\times2.9\times10^{-4}\approx3\times10^{-3}$ S/cm, and the static law then no longer applies at that frequency.

At threshold and 1 MHz, $|h|=1.28\times10^{-7}$. The critical law gives $\varepsilon'\approx150$ and $\sigma'\approx3.6\times10^{-5}$ S/cm. The permittivity is about 500 at 10 kHz and 43 at 100 MHz. The phase is $66^\circ$ and the loss tangent 0.45 throughout, so the larger permittivity comes with substantial loss.

The critical law at 1 MHz needs $\delta\ll|h|^{1/(s+t)}=0.0030$, that is, a loading error well below 0.0005. It also needs a film thicker than the length probed at that frequency,

$$\xi_\omega=a|h|^{-\nu/(s+t)}\approx8\ \mu\text{m}.$$

This length follows from inserting $\delta\sim|h|^{1/(s+t)}$ in $\xi=a\delta^{-\nu}$, with unit amplitude. In a 100 µm film it reaches the thickness near 450 Hz, below which the bulk law no longer applies.

## Remark 4: fields and real composites

In the static regime below threshold, a large ratio $\varepsilon'/\varepsilon_2$ implies a concentrated field. For real positive local values, $F=\langle gE^2\rangle$. Changing $h$ changes $F$ directly through $g$ and indirectly through $\mathbf E$. The indirect part is $2\langle g\mathbf E\cdot\delta\mathbf E\rangle=0$, since $\delta\mathbf E$ is a gradient field of zero mean. Thus

$$\frac{\partial F}{\partial h}=(1-p)\,\langle E^2\rangle_{\rm matrix},$$

in units of the applied field squared. In a cubic network at $p=0.15$ and $h=0.01$, both sides equal 1.71122. In the static regime the left side is $\varepsilon'/\varepsilon_2$, so the example has an rms matrix field of $\sqrt{7.91/0.84}\approx3.1$ times the applied field.

Individual gaps can be far worse. If the whole voltage across a correlation length $\xi=a\delta^{-\nu}\approx600$ nm fell across one 5 nm gap, the enhancement would be about 120. A gap strength of roughly 5 MV/cm would then be reached at an applied field of about 0.04 MV/cm. This is an order-of-magnitude estimate of where linearity (A1) may fail.

The example has the conductivity and loading scales of a real filled polymer, but real composites depart from the model in several ways. With the threshold loading, $\varepsilon_2$ and $\sigma_1$ held fixed, warming by 40 K with a rough matrix volume expansion of $6\times10^{-4}$ K$^{-1}$ lowers the loading from 0.16 to 0.1568 and $\varepsilon'$ from 18 to 15. That change in loading is about six times the 0.0005 scale above, so a composite tuned to threshold would not stay there.

Tunnelling makes the matrix between particles conduct. For a rectangular 2 eV barrier, free-electron mass and small bias in the WKB approximation, it equals the displacement current at 1 MHz for a gap of about 1.4 nm. It is negligible at 5 nm. At 1 MHz, gaps near or below the smaller width cannot be treated as lossless insulator. At lower frequencies the displacement current is smaller, so this limiting width is larger. A broad distribution of contact resistances can also raise $t$ above its ordinary value. This case lies outside the two-value model of the theorem. If $u=t/(s+t)$ is kept, then for $t=3$ with $s$ unchanged, $u$ rises from 0.733 to 0.804, and the decay of permittivity at threshold weakens from $\omega^{-0.27}$ to $\omega^{-0.20}$. A measured $u$ therefore fixes only the ratio $t/s=u/(1-u)$; a separate measurement of $s$ or $t$ is needed to obtain both. The numerical output lists the remaining values.

## Table of computed values

```
effective medium: worst scaling error = 3.5e-04
hierarchical network: pc = 0.2818, nu = 1.227
  from size growth at pc: t = 2.339, s = 0.631
  u: t/(s+t) = 0.788, from frequency = 0.788
  phase: pi*u/2 = 1.237 rad, found 1.237 rad
  s from permittivity: below 0.628, above 0.630
  t from dc conductivity above pc = 2.335
  loss exponent: 2s+t = 3.602, found 3.595
  t from collapse at scaling variable 1 = 2.338
3D inputs: s = 0.73, t = 2.0, nu = 0.88; u = 0.7326
cubic network, side 12: u = 0.705, C = 1.11
cubic, p = 0.15: eps/eps2 = 2.00, delta^-s = 1.96
matrix field sum = 1.71122, derivative = 1.71122
inputs: sigma1 = 10 S/cm, eps2 = 2.3
  threshold = 0.17, loading = 0.16, delta = 0.0588
  particle = 50 nm, gap = 5 nm, film = 100 um
sigma1/(2 pi eps0 eps2) = 7.815e+12 Hz
below threshold: eps = 18.20, eps/eps2 = 7.91
crossover frequency = 3.42 GHz
scaling variable at 1 MHz = 2.93e-04
at threshold: f (Hz), eps', sigma' (S/cm)
  1e+04  501.4  1.246e-06
  1e+06  146.4  3.636e-05
  1e+08  42.7  1.061e-03
phase = 65.93 deg, loss tangent = 0.447
at 1 MHz, h = 1.280e-07
  delta must be below 0.0030, loading error below 0.00051
  length at threshold = 8.33 um
  film thickness cuts scaling off below 449 Hz
  filler displacement/conduction (eps1 = 10) = 5.6e-07
warming 40 K, expansion 6e-04 /K: loading = 0.1568
  delta = 0.0774, eps = 14.89
rms matrix field / applied = 3.07
correlation length = 605 nm, worst gap field / applied = 121
  gap strength 5 MV/cm reached at applied 0.041 MV/cm
tunnelling, barrier 2 eV: equals displacement
  at 1 MHz for a gap of 1.36 nm; ratio at 5 nm = 1.2e-23
non-universal t = 3: u = 0.804
```
